# Image-charge shifts of molecular levels near a metal in GW

An upright N$_2$ molecule has its centre 6.0 bohr (3.175 Å) from the image plane of an ideal metal. In the compact-basis calculation below, at most about one millionth of the density of its highest occupied orbital (HOMO) or lowest empty orbital (LUMO) lies behind that plane. Yet the metal's change of the static screened interaction raises the HOMO by about 1.1 eV and lowers the LUMO by about 1.2 eV, so the gap shrinks by about 2.3 eV. The theorem below accounts for this change without any overlap between molecule and metal.

## Statement

Hartree atomic units are used. The metal fills the low-$z$ side, its surface is flat, and $z_0$ is its static image plane, defined in Lemma 1. The molecule is centred at height $z$, and $d=z-z_0$.

**Assumptions.**

1. The real orthonormal orbitals $\phi_p$ are fixed. The level $n$ of interest is localized, small compared with $d$, and does not overlap the metal.
2. The molecule is neutral, closed-shell and inversion symmetric, and its orbitals have definite parity. Within a degenerate level, the orbitals are chosen so that the perturbation is diagonal.
3. $G$ is held fixed while $W$ changes. The self-energy is evaluated on shell, at the pole $\varepsilon_n$ of this $G$. Terms with $p\ne n$ are taken in the static limit.
4. Molecular screening is treated in the random-phase approximation (RPA).

**Theorem.** The metal's change of $W$ gives

$$
\Delta\Sigma_n=\begin{cases}+\dfrac{1}{4d}+O(d^{-3}), & n\text{ occupied},\\[2mm]-\dfrac{1}{4d}+O(d^{-3}), & n\text{ empty}.\end{cases}
$$

The gap between an occupied and an empty level therefore changes by $-1/(2d)+O(d^{-3})$.

## Lemma 1: the image interaction

Let $K(\mathbf r,\mathbf r')$ be the static potential at $\mathbf r$ induced in the metal by a unit charge at $\mathbf r'$, both outside. Then, to leading order, $K$ is the potential of an opposite charge mirrored in the plane $z_0$, and

$$K(\mathbf r,\mathbf r)=-\frac{1}{2(z-z_0)}+O(z^{-3}).$$

**Proof.** Parallel to the surface, take the Fourier component of wavevector $\mathbf q$. The Coulomb interaction becomes $(2\pi/q)e^{-q|z-z'|}$. At the metal, the source potential is thus proportional to $e^{-qz'}$. The induced potential obeys Laplace's equation in vacuum and decays as $e^{-qz}$. Linearity gives

$$K_q(z,z')=-\frac{2\pi}{q}g(q)e^{-q(z+z')}.$$

A metal screens a uniform field completely, so $g(0)=1$. Assume a regular expansion and define $z_0$ by

$$g(q)=1+2qz_0+O(q^2)=e^{2qz_0}+O(q^2).$$

The exponential replaces $z+z'$ by $z+z'-2z_0$. Transforming back gives

$$K(\mathbf r,\mathbf r')\simeq-\frac{1}{\sqrt{R^2+(z+z'-2z_0)^2}},$$

where $R$ is the parallel separation. At coincident points, $d^2q=2\pi q\,dq$ gives

$$
K(\mathbf r,\mathbf r)=-\int_0^\infty dq\,g(q)e^{-2qz}
=-\frac1{2z}-\frac{z_0}{2z^2}+O(z^{-3}),
$$

because $\int_0^\infty q e^{-2qz}dq=1/(4z^2)$. This is the stated expansion. $\square$

**Remark: a solvable surface.** In a Thomas-Fermi metal at $z<0$, the potential satisfies $\psi''=\kappa^2\psi$, with $\kappa^2=q^2+k^2$, so $\psi=Te^{\kappa z}$. Matching the value and slope at $z=0$ gives

$$
\frac{2\pi}{q}e^{-qz'}(1-g)=T,\qquad
2\pi e^{-qz'}(1+g)=\kappa T.
$$

Division yields $q(1+g)=\kappa(1-g)$, hence

$$g=\frac{\kappa-q}{\kappa+q}=1-\frac{2q}{k}+O(q^2),\qquad z_0=-\frac1k.$$

For $k=1$ bohr$^{-1}$ and $z=5$ bohr, the full integral is $-0.08343$ hartree. The image-plane formula gives $-0.08333$ hartree, whereas measuring from the metal edge gives $-0.10000$ hartree. The negative $z_0$ belongs to this sharp-edged model. At a real metal surface the electrons spill out, and the static image plane generally lies outside the edge of the positive background.

## Lemma 2: from the change of W to the self-energy

Let $\Delta W$ be the full change of $W$, and define

$$\Delta W_{np}(\omega)=\iint\phi_n(\mathbf r)\phi_p(\mathbf r)\Delta W(\mathbf r,\mathbf r';\omega)\phi_p(\mathbf r')\phi_n(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

Then, with static matrix elements on the right,

$$
\Delta\Sigma_n=-\sum_p^{\rm occ}\Delta W_{np}+\frac12\sum_p^{\rm all}\Delta W_{np}.
$$

The sums run over orbitals of the same spin as $n$. The first term is the change of screened exchange (SEX), the second that of the Coulomb hole (COH).

**Proof.** Write the time-ordered interaction as

$$
\Delta W_{np}(\omega)=\int_0^\infty d\Omega\,B_{np}(\Omega)
\left[\frac1{\omega-\Omega+i\eta}-\frac1{\omega+\Omega-i\eta}\right].
$$

At zero frequency this gives

$$\Delta W_{np}(0)=-2\int_0^\infty d\Omega\,\frac{B_{np}(\Omega)}\Omega.$$

The GW self-energy is

$$\Delta\Sigma_n(\omega)=\frac{i}{2\pi}\sum_p\int d\omega'\,\frac{\Delta W_{np}(\omega')}{\omega+\omega'-\varepsilon_p\mp i\eta},$$

with the upper sign for occupied $p$.

For occupied $p$, the pole of $G$ lies in the upper half-plane. Closing the contour below encloses $\omega'=\Omega-i\eta$. The clockwise contour gives the factor $(i/2\pi)(-2\pi i)=1$ and the contribution

$$\int_0^\infty d\Omega\,\frac{B_{np}(\Omega)}{\omega-\varepsilon_p+\Omega}.$$

For empty $p$, closing above encloses $\omega'=-\Omega+i\eta$. The prefactor $(i/2\pi)(2\pi i)=-1$ cancels the minus sign of that pole, leaving

$$\int_0^\infty d\Omega\,\frac{B_{np}(\Omega)}{\omega-\varepsilon_p-\Omega}.$$

Set $\omega=\varepsilon_n$. The $p=n$ term is $+\int B_{nn}/\Omega=-\Delta W_{nn}(0)/2$ for an occupied level and $-\int B_{nn}/\Omega=+\Delta W_{nn}(0)/2$ for an empty one. For $p\ne n$, the static limit neglects $\varepsilon_n-\varepsilon_p$ beside $\Omega$ and gives the same two forms. Therefore

$$\Delta\Sigma_n=\frac12\left(\sum_p^{\rm empty}-\sum_p^{\rm occ}\right)\Delta W_{np}(0).$$

Adding and subtracting half the occupied sum gives the lemma. $\square$

**Remark: the local Coulomb hole.** Completeness, $\sum_p\phi_p(\mathbf r)\phi_p(\mathbf r')=\delta(\mathbf r-\mathbf r')$, turns the COH term into

$$\frac12\int\phi_n^2(\mathbf r)\Delta W(\mathbf r,\mathbf r)\,d\mathbf r.$$

**Remark: metal dynamics.** No static approximation was needed for $p=n$, since on shell the energy transferred by $G$ is zero. As an example, take a damped surface plasmon with

$$\Delta W_{nn}(\omega)=-\frac1{2d}\frac{\omega_s^2}{\omega_s^2-\omega^2-i\gamma\omega},\qquad \omega>0.$$

For $\omega_s=0.40$ hartree and $d=6$ bohr, damping of either 0.1 or 0.4 hartree gives an on-shell shift of 0.04167 hartree, equal to $1/(4d)$ at this precision.

The on-shell condition matters. If $G$ keeps its old pole while $\Sigma$ is evaluated at an energy higher by $s$, an occupied level obeys $s=\int B_{nn}/(s+\Omega)\,d\Omega$. The positive $s$ enlarges the denominator. For damping 0.1 hartree the solution is 0.03703 hartree, about 11% below $1/(4d)$.

## Lemma 3: which matrix elements are of order 1/d

For the direct image interaction,

$$K_{nn}=-\frac1{2d}+O(d^{-3}),\qquad K_{np}=O(d^{-3})\quad(p\ne n).$$

**Proof.** Let $\mathbf u$ and $\mathbf u'$ be positions relative to the molecular centre. Put $t=u_z+u_z'$ and $R=|\mathbf u_\parallel-\mathbf u'_\parallel|$. Expanding the image formula gives

$$
K=-\frac1{\sqrt{(2d+t)^2+R^2}}
=-\frac1{2d}+\frac{t}{4d^2}-\frac{2t^2-R^2}{16d^3}+O(d^{-4}).
$$

The corrections to the image formula from Lemma 1 also start at $d^{-3}$, with a constant.

For $p=n$, the density $\phi_n^2$ has unit charge and, by inversion symmetry, no dipole about the centre. The constant gives $-1/(2d)$ and the linear term vanishes.

For $p\ne n$, orthogonality makes the total charge of $\phi_n\phi_p$ zero. Every term depending on only one of $\mathbf u,\mathbf u'$ then vanishes. In $2t^2-R^2$ the surviving cross terms are $4u_zu'_z+2\mathbf u_\parallel\cdot\mathbf u'_\parallel$. With the transition dipole $\boldsymbol\mu=\int\phi_n\mathbf u\phi_p\,d\mathbf u$,

$$K_{np}=-\frac{2\mu_z^2+\mu_\parallel^2}{8d^3}+O(d^{-4}).$$

The sum over all $p$ keeps this order, because completeness gives $\sum_p|\boldsymbol\mu_{np}|^2=\langle n|u^2|n\rangle$, which is finite. $\square$

**Remark: off-centre orbitals.** If the density has its centroid at $u_z=b$, the linear term contributes $+b/(2d^2)$. This is the expansion of $-1/[2(d+b)]$. For the direct image interaction, the distance in the law is therefore measured to the orbital's centroid.

## Lemma 4: the molecule's own screening

The leading matrix elements of Lemma 3 also hold for the full $\Delta W$, which includes molecular polarization.

**Proof.** Products below are integrals over space. Let $v$ be the Coulomb interaction, $P$ the molecule's independent-particle polarizability, and $\chi=P+Pv\chi$ its isolated RPA response. Without overlap, the polarizabilities of metal and molecule add. The metal can then be included first, which replaces $v$ by $v+K$:

$$\chi_K=P+P(v+K)\chi_K\quad\Longrightarrow\quad\chi_K=\chi+\chi K\chi_K.$$

The second form follows by moving $Pv\chi_K$ to the left and applying $(1-Pv)^{-1}P=\chi$. Define $T=K+K\chi_KK$. Iterating the equation for $\chi_K$ gives $\chi_K=\chi+\chi T\chi$, $K\chi_K=T\chi$ and $\chi_KK=\chi T$. Hence

$$
\begin{aligned}
W&=(v+K)+(v+K)\chi_K(v+K)\\
&=v+v\chi v+T+v\chi T+T\chi v+v\chi T\chi v.
\end{aligned}
$$

Subtracting the isolated molecule's $v+v\chi v$ leaves

$$\Delta W=(1+v\chi)\,T\,(1+\chi v).$$

The factor $1+\chi v$ adds to $\phi_n\phi_p$ the density it induces in the molecule. This induced density has zero total charge. It also preserves parity, because the isolated molecule has inversion symmetry. The dressed $\phi_n^2$ thus still has unit charge and no dipole, and a dressed transition density still has no charge. The argument of Lemma 3 applies to the $K$ part of $T$, with dressed dipoles and quadrupoles.

For the remaining part, $K\chi_KK$, note that a constant potential induces no density. Acting on the dressed $\phi_n^2$, the first nonconstant part of $K$ is the image field, of order $d^{-2}$. Two such factors give $O(d^{-4})$. For $p\ne n$ this part is smaller still. $\square$

## Proof of the theorem

By Lemmas 3 and 4, the term $p=n$ alone contributes at order $1/d$. For an occupied level it occurs in both sums of Lemma 2:

$$
\Delta\Sigma_n=\underbrace{+\frac1{2d}}_{\rm SEX}
\underbrace{-\frac1{4d}}_{\rm COH}+O(d^{-3})
=+\frac1{4d}+O(d^{-3}).
$$

For an empty level, $p=n$ is absent from the occupied sum. Exchange contributes $O(d^{-3})$, while the Coulomb hole gives $-1/(4d)$. Subtracting the occupied shift from the empty one gives

$$-\frac1{4d}-\frac1{4d}=-\frac1{2d}.\qquad\square$$

## Physical meaning

A charge $Q=\pm1$ at distance $x$ from the image plane is attracted to its image by a force $Q^2/(2x)^2$. Bringing it from infinity to $d$ changes the energy by

$$E_{\rm pol}=-\int_d^\infty\frac{Q^2}{4x^2}\,dx=-\frac{Q^2}{4d}.$$

The image moves with the charge, so the energy is half the interaction $-Q^2/(2d)$ between the charge and its final image.

Removing an electron leaves a positive ion. Its stabilization lowers the ionization energy by $1/(4d)$, which means that the occupied level rises. Adding an electron makes a negative ion. Its stabilization increases the electron affinity by $1/(4d)$, so the empty level falls. The polarization energy has the same sign in both cases; the level shifts differ because one process removes an electron and the other adds one.

## Worked example: N$_2$

The bond length is chosen as 2.08 bohr. The fixed orbitals come from restricted Hartree–Fock in the cc-pVDZ basis. In this calculation the HOMO is the doubly degenerate $\pi$ level at $-0.607$ hartree, which Hartree–Fock places just above the $\sigma$ level at $-0.626$ hartree; the LUMO is also doubly degenerate. This order is an artefact of Hartree–Fock: the lowest ionization of real N$_2$ removes a $\sigma$ electron. In the same calculation the $\sigma$ level rises by 0.0437 hartree at 6 bohr. Static $W$ includes the molecule's RPA response, with and without the metal. At $d=6$ bohr the contributions, in hartree, are:

| Level | SEX | COH | Sum | Point law |
|---|---:|---:|---:|---:|
| HOMO | 0.0848 | −0.0428 | 0.0420 | 0.0417 |
| LUMO | 0.0006 | −0.0437 | −0.0431 | −0.0417 |

The gap change is

$$-0.0431-0.0420=-0.0851\ \text{hartree}=-2.32\ \text{eV}.$$

The point law gives $-1/12=-0.0833$ hartree, or $-2.27$ eV. The computed reduction is 2.2% larger, relative to the point law.

The small positive LUMO exchange has the sign given by Lemma 3, since $-\sum_{\rm occ}K_{np}$ is positive at order $d^{-3}$, and the same form holds with the dressed dipoles of Lemma 4. Molecular screening sets its size: at 6 bohr the direct image interaction gives 0.0018 hartree and the screened one 0.0006 hartree. The remainder also shrinks as expected. The computed gap reduction exceeds $1/(2d)$ by 0.00182 hartree at 6 bohr, 0.00019 at 12 bohr and 0.00002 at 24 bohr. The numerical check asserts that, at 12 bohr and beyond, each level's deviation from the point law is below $d^{-3}$ in atomic units.

**Remark: accuracy.** The finite basis makes the completeness sum for the Coulomb hole incomplete. Without molecular screening, the LUMO sum at 6 bohr is $-0.0443$ hartree, against $-0.0452$ from the local integral. This difference is comparable with the LUMO's deviation from the point law, so neither that deviation nor the 2.2% excess of the gap reduction is converged. The LUMO energy is also positive, 0.174 hartree: the compact basis keeps localized an electron that lies above the vacuum level, so the orbital itself depends on the basis. In cc-pVTZ the local integral becomes $-0.0459$ hartree, the basis sum $-0.0450$ hartree, and the gap change $-0.0856$ hartree; in cc-pVQZ the gap change is $-0.0861$ hartree. The share of the LUMO density behind the plane grows to about $9\times10^{-6}$ in cc-pVTZ and $5\times10^{-5}$ in cc-pVQZ. In aug-cc-pVDZ the lowest empty orbital is a diffuse nondegenerate one with roughly a fifth of its density behind the plane, so Assumption 1 fails for it. The static limit for $p\ne n$ also affects the $d^{-3}$ remainders. The HOMO–LUMO spacing, 0.78 hartree, is not small beside a surface-plasmon frequency such as the 0.40 hartree used above. For an undamped plasmon, with $n$ the HOMO or the LUMO, the contribution of each orbital $p$ in the proof of Lemma 2 is multiplied by $\omega_s/(\omega_s+|\varepsilon_n-\varepsilon_p|)$; without molecular screening this moves the HOMO shift at 6 bohr from 0.0409 to 0.0416 hartree. The $p=n$ term, and with it the $1/(4d)$ law, is unaffected. The example gives the change caused by the metal, not an absolute GW gap.

**Remark: the Hartree potential.** The neutral molecule's ground-state charge also has an image. With no charge and no dipole, its leading potential at the molecule comes from the quadrupole and is a constant of order $d^{-3}$. It shifts both levels alike at this order. For the unrelaxed density at 6 bohr, the shifts are $-0.00068$ hartree for the HOMO and $-0.00072$ hartree for the LUMO, so their effect on the gap is very small. The values follow the basis-dependent quadrupole: $-0.00062$ and $-0.00065$ hartree in cc-pVTZ, $-0.00059$ and $-0.00062$ hartree in cc-pVQZ, with nearly the same difference.

## Where the law fails

At short distance, the multipole expansion loses accuracy and orbital overlap brings hybridization, which Lemma 4 excludes. A polar or asymmetric molecule can have corrections of order $d^{-2}$, from its own screening and from the image of its permanent dipole.

The theorem also isolates the change of $W$ at fixed $G$. If the shifted energies are fed back into the molecule's own polarizability and self-energy, further changes can arise, and they are not contained in $\pm1/(4d)$.

For levels other than the HOMO and LUMO, the static treatment of $p\ne n$ needs particular care. A deep occupied level has $\varepsilon_n-\varepsilon_p<0$ for occupied levels above it, so the denominator $\varepsilon_n-\varepsilon_p+\Omega$ can vanish at an excitation energy of the metal. For the HOMO and LUMO, the denominators in Lemma 2 have magnitude $|\varepsilon_n-\varepsilon_p|+\Omega$, and this resonance does not occur.

## Computed values

```
THOMAS-FERMI SURFACE
k = 1.00 1/bohr; image plane z0 = -1.00 bohr
induced potential at q = 0.5 1/bohr, z = 1.5, z' = 2 bohr:
  grid -0.834141, formula -0.834102 a.u.
Delta W(r,r) at z = 5 bohr: -0.083425 hartree
  -1/(2(z-z0)) = -0.083333 hartree
  -1/(2z) = -0.100000 hartree
DAMPED SURFACE PLASMON
frequency 0.40 hartree, distance d = 6.0 bohr
on-shell shift, damping 0.1 hartree: 0.041667 hartree
on-shell shift, damping 0.4 hartree: 0.041667 hartree
shift with unshifted pole in G, damping 0.1 hartree: 0.037026 hartree
polarization energy, charge +1: -0.041667 hartree
polarization energy, charge -1: -0.041667 hartree
N2, RHF/cc-pVDZ orbitals, static RPA W
bond 2.08 bohr; orbitals 28; occupied 7
HOMO energy -0.60688 hartree, degeneracy 2
LUMO energy 0.17406 hartree, degeneracy 2
at d = 6.0 bohr = 3.175 angstrom:
1/(4d) = 0.041667 hartree
HOMO Delta W_nn = -0.084672 hartree
HOMO SEX = 0.084838, COH = -0.042804 hartree
HOMO SEX+COH = 0.042034 hartree = 1.1438 eV
HOMO Hartree change = -0.000683 hartree
HOMO COH without molecular screening: basis sum -0.043019, local -0.043209 hartree
HOMO density behind image plane = 1.48e-07
LUMO Delta W_nn = -0.085736 hartree
LUMO SEX = 0.000556, COH = -0.043672 hartree
LUMO SEX+COH = -0.043116 hartree = -1.1732 eV
LUMO Hartree change = -0.000715 hartree
LUMO COH without molecular screening: basis sum -0.044329, local -0.045209 hartree
LUMO density behind image plane = 9.99e-07
gap change from Sigma = -0.085150 hartree = -2.3170 eV
point formula -1/(2d) = -0.083333 hartree = -2.2676 eV
d (bohr); then HOMO shift, LUMO shift, gap change, -1/(2d) (hartree)
  6.0 0.042034 -0.043116 -0.085150 -0.083333
  8.0 0.031378 -0.031815 -0.063194 -0.062500
 12.0 0.020864 -0.020991 -0.041855 -0.041667
 24.0 0.010420 -0.010435 -0.020855 -0.020833
 48.0 0.005209 -0.005211 -0.010419 -0.010417
```
